# Why the mean inversion-layer field has one half, not one third: verification in Python

```python
# Result under test: the mean field over an inversion layer is
#   <F> = (e/eps_s) * (N_dep - N_D*<z> + N_inv/2)
# for any carrier type, while the coefficient eta that collapses mobility
# onto one function of N_dep + eta*N_inv depends on the scattering mechanism.
# N_inv, N_dep: inversion and depletion sheet densities; N_D: body doping;
# <z>: centroid of the inversion charge. Internal units: nm, eV.
# Field in eV/nm per unit charge; 1 eV/nm corresponds to 10 MV/cm.
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq

T = 300.0
KT = sc.k * T / sc.e
HB = sc.hbar**2 / sc.m_e / sc.e * 1e18          # hbar^2/m0, eV nm^2
EPS_S, EPS_OX = 11.7, 3.9
COUL0 = sc.e / sc.epsilon_0 * 1e9               # e^2/eps0, eV nm
COUL = COUL0 / EPS_S
NI_CM3, GAP = 1e10, 1.12                        # rough silicon values

# Ladders: (confinement mass, density-of-states mass incl. valleys, offset eV)
HOLES = [(0.29, 0.43, 0.0), (0.20, 0.17, 0.0), (0.29, 0.29, 0.044)]
ELECTRONS = [(0.916, 2 * 0.19, 0.0), (0.19, 4 * 0.417, 0.0)]


def depletion(doping):
    """Width (nm) and sheet density (nm^-2) at band bending 2*phi_F."""
    phi = KT * np.log(doping * 1e21 / NI_CM3)
    width = np.sqrt(2 * 2 * phi / (COUL * doping))
    return width, doping * width, phi


def solve_layer(ladders, n_inv, doping, n_dep, length, states, h=0.05):
    """Self-consistent Schroedinger-Poisson solution with a hard wall at z=0."""
    n = int(round(length / h))
    z = h * np.arange(1, n + 1)
    band = np.zeros((3, n))
    band[0, 1:] = 1.0
    band[1, :] = -2.0
    band[2, :-1] = 1.0
    band[1, -1] = -1.0
    edge_slope = COUL * (n_dep - doping * z[-1])

    def poisson(p):
        rhs = -COUL * (doping + p) * h**2
        # last row: U[n-1] - U[n] = -h*(slope at the half cell)
        rhs[-1] = -edge_slope * h - COUL * (doping + p[-1]) * h**2 / 2
        return solve_banded((1, 1), band, rhs)

    p = z**2 * np.exp(-2 * z)
    p *= n_inv / (p.sum() * h)
    pot = poisson(p)
    for _ in range(500):
        levels, waves, dos, mass = [], [], [], []
        for m_z, m_dos, offset in ladders:
            diag = HB / (m_z * h**2) + pot + offset
            off = np.full(n - 1, -HB / (2 * m_z * h**2))
            en, psi = eigh_tridiagonal(diag, off, select='i',
                                       select_range=(0, states - 1))
            levels.append(en)
            waves.append(psi / np.sqrt(h))
            dos.append(np.full(states, m_dos / (np.pi * HB)))
            mass.append(np.full(states, m_z))
        en, psi = np.concatenate(levels), np.hstack(waves)
        g, m = np.concatenate(dos), np.concatenate(mass)

        def occupation(fermi):
            return g * KT * np.logaddexp(0.0, (fermi - en) / KT)

        fermi = brentq(lambda x: occupation(x).sum() - n_inv,
                       en.min() - 1.0, en.min() + 2.0, xtol=1e-13)
        occ = occupation(fermi)
        p = psi**2 @ occ
        new = poisson(p)
        change = np.max(np.abs(new - pot))
        if change < 1e-8:
            break
        pot = pot + 0.35 * (new - pot)
    else:
        raise RuntimeError("no self-consistency")
    field = np.gradient(np.concatenate(([0.0], pot)), h)[1:]
    slope = (8 * psi[0] - psi[1]) / (6 * h)      # odd function near the wall
    return dict(z=z, h=h, p=p, pot=pot, field=field, psi=psi, occ=occ, en=en,
                fermi=fermi, mean=(p * field).sum() / p.sum(),
                centroid=(p * z).sum() / p.sum(),
                state_field=(psi**2 * field[:, None]).sum(axis=0) * h,
                wall=HB / (2 * m) * slope**2, mass=m)


# ---- Mean field for holes and electrons, by two roads -------------------
doping = 1e18 * 1e-21
n_inv = 1e13 * 1e-14
width, n_dep, phi_f = depletion(doping)
half = {}
for name, ladders in (("holes", HOLES), ("electrons", ELECTRONS)):
    s = solve_layer(ladders, n_inv, doping, n_dep, 30.0, 10)
    base = n_dep - doping * s["centroid"]
    from_pot = (s["mean"] / COUL - base) / n_inv
    wall_mean = (s["occ"] * s["wall"]).sum() / s["occ"].sum()
    from_wall = (wall_mean / COUL - base) / n_inv
    assert abs(from_pot - 0.5) < 1e-3
    assert abs(from_wall - 0.5) < 0.01           # grid error of order h^2
    for i in np.argsort(-s["occ"])[:3]:
        assert abs(s["wall"][i] / s["state_field"][i] - 1) < 0.01
    half[name] = (s, from_pot, from_wall)
hole = half["holes"][0]

# ---- One-subband trial function: energy coefficient of N_inv ------------
x, y = sp.symbols("x y", positive=True)
dens = x**2 * sp.exp(-x) / 2                     # lengths in units of 1/b
enclosed = sp.integrate(dens.subs(x, y), (y, 0, x))
beyond = sp.simplify(1 - enclosed)
hartree_pot = sp.integrate(sp.expand(beyond.subs(x, y)), (y, 0, x))
hartree = sp.integrate(sp.expand(dens * hartree_pot), (x, 0, sp.oo))
centroid_b = sp.integrate(dens * x, (x, 0, sp.oo))
eta_trial = sp.nsimplify(sp.simplify(hartree / 2 / centroid_b))
assert eta_trial == sp.Rational(11, 32)

# ---- Model mobility in the ground subband -------------------------------
M_Z, M_D = 0.29, 0.43
DEF_POT, RHO, SOUND = 18.0, 2329.0, 9000.0       # eV, kg/m^3, m/s (rough)
STEP_RMS, CORR = 0.4, 1.5                       # roughness, nm (rough)
HBAR_EV = sc.hbar / sc.e
ENERGY = (np.arange(400) + 0.5) * 0.0015
THETA = (np.arange(160) + 0.5) * 2 * np.pi / 160


def own_potential(rho, h):
    """G(z): potential of the layer's own charge per COUL*N_inv (nm)."""
    outside = 1 - np.cumsum(rho) * h             # at the half cells
    return h * (1 + np.concatenate(([0.0], np.cumsum(outside)[:-1])))


def ground(n, nd, dop, m_z=M_Z):
    """One filled subband: field, form factor, energy, centroid, <G>, state."""
    s = solve_layer([(m_z, M_D, 0.0)], n, dop, nd, 20.0, 1)
    h, rho = s["h"], s["psi"][:, 0]**2
    g_mean = (rho * own_potential(rho, h)).sum() * h
    energy = s["en"][0] - COUL * n * g_mean / 2  # pairs counted once
    return s["mean"], (rho**2).sum() * h, energy, s["centroid"], g_mean, s


def form_response(s):
    """First-order eta of the form factor, from the unperturbed state."""
    h, psi = s["h"], s["psi"][:, 0]
    rho, link = psi**2, psi[:-1] * psi[1:]       # density at the half cells
    keep = link > 1e-9 * link.max()              # drop rounding in the tail

    def flow(f):
        return (np.cumsum((f - (f * rho).sum() * h) * rho) * h)[:-1][keep]

    probe = flow(rho) / link[keep]
    return ((probe * flow(own_potential(rho, h))).sum()
            / (probe * flow(s["z"])).sum())


def mobility(n, field, form, phonon=True, rough=True, screened=True):
    dos = M_D / (np.pi * HB)
    fermi = KT * np.log(np.expm1(n / (dos * KT)))
    f = 1 / (1 + np.exp((ENERGY - fermi) / KT))
    rate = np.zeros_like(ENERGY)
    if phonon:
        rate += (M_D * sc.m_e * (DEF_POT * sc.e)**2 * sc.k * T * form * 1e9
                 / (sc.hbar**3 * RHO * SOUND**2))
    if rough:
        k = np.sqrt(2 * M_D * ENERGY / HB)[:, None]
        q = 2 * k * np.sin(THETA / 2)[None, :]
        power = np.pi * (STEP_RMS * CORR)**2 * np.exp(-(q * CORR)**2 / 4)
        compress = dos / (1 + np.exp(-fermi / KT))
        q_s = COUL0 / (EPS_S + EPS_OX) * compress if screened else 0.0
        integrand = (1 - np.cos(THETA)) * power * (q / (q + q_s))**2
        rate += (M_D / HB / (2 * np.pi * HBAR_EV) * field**2
                 * integrand.mean(axis=1) * 2 * np.pi)
    weight = ENERGY * f * (1 - f)
    tau = (weight / rate).sum() / weight.sum()
    return sc.e * tau / (M_D * sc.m_e) * 1e4     # cm^2/Vs


# Local coefficient: ratio of the responses to N_inv and to N_dep
def four_points(n, nd, step):
    return [(n + step, nd), (n - step, nd), (n, nd + step), (n, nd - step)]


def local_eta(values):
    return (values[0] - values[1]) / (values[2] - values[3])


dn = 0.04 * n_inv
points = four_points(n_inv, n_dep, dn)
layers = [ground(n, nd, doping) for n, nd in points]
eta_field = local_eta([a[0] for a in layers])
eta_form = local_eta([a[1] for a in layers])
eta_energy = local_eta([a[2] for a in layers])
heavy = [ground(n, nd, doping, 0.916) for n, nd in points]
eta_form_heavy = local_eta([a[1] for a in heavy])
f0, i0, _, z0, g0_mean, _ = ground(n_inv, n_dep, doping)
energy_ratio = g0_mean / (2 * z0)
assert abs(eta_field - 0.5) < 0.01
assert abs(eta_energy - energy_ratio) < 0.005
assert abs(eta_energy - float(eta_trial)) < 0.04  # shape of trial function
assert abs(eta_form - eta_form_heavy) < 0.015    # small doping curvature

# Low inversion charge: finite differences against perturbation theory
n_low = 0.01 * n_dep
low = [ground(n, nd, doping)[1]
       for n, nd in four_points(n_low, n_dep, 0.5 * n_low)]
eta_low = local_eta(low)
eta_low_theory = form_response(ground(n_low, n_dep, doping)[5])
assert abs(eta_low - eta_low_theory) < 0.01      # one per cent of own charge

eta_rough = {}
for scr in (False, True):
    opts = dict(phonon=False, screened=scr)
    direct = local_eta([np.log(mobility(p[0], a[0], a[1], **opts))
                        for p, a in zip(points, layers)])
    growth = (np.log(mobility(n_inv + dn, f0, i0, **opts))
              - np.log(mobility(n_inv - dn, f0, i0, **opts))) / (2 * dn)
    predicted = 0.5 - 0.5 * (n_dep + n_inv / 2) * growth
    assert abs(direct - predicted) < 0.03        # centroid term left out
    eta_rough[scr] = (direct, predicted)

# ---- Collapse of curves for several dopings -----------------------------
table = []
for dop_cm in (1e17, 3e17, 1e18):
    dop = dop_cm * 1e-21
    nd = depletion(dop)[1]
    for n in np.array([4, 6, 9, 12, 16]) * 1e12 * 1e-14:
        a = ground(n, nd, dop)
        table.append((n, nd, a[0], a[1], nd - dop * a[3]))
table = np.array(table)


def spread(values, eta, column=1):
    """Rms departure (per cent) from one smooth function of N_dep+eta*N_inv."""
    u = np.log(table[:, column] + eta * table[:, 0])
    u = u - u.mean()
    v = np.log(values)
    return 100 * np.sqrt(np.mean((v - np.polyval(np.polyfit(u, v, 2), u))**2))


def best_eta(values, column=1):
    scan = np.linspace(0.0, 1.2, 241)
    return scan[np.argmin([spread(values, e, column) for e in scan])]


def curves(**opts):
    return np.array([mobility(r[0], r[2], r[3], **opts) for r in table])


fit_field = best_eta(table[:, 2])
fit_field_full = best_eta(table[:, 2], column=4)  # centroid term kept
mu_ph = curves(rough=False)
mu_bare = curves(screened=False)
mu_scr = curves(screened=True)
fit_ph, fit_bare, fit_scr = best_eta(mu_ph), best_eta(mu_bare), best_eta(mu_scr)
assert abs(fit_field_full - 0.5) < 0.01
assert fit_ph < fit_field - 0.05

# ---- Sizes of neglected effects -----------------------------------------
order = np.argsort(-hole["occ"])
share = hole["occ"] / hole["occ"].sum()
m_ox, barrier = 0.4, 4.5                         # rough oxide values
kappa = np.sqrt(2 * m_ox * barrier / HB)
top = order[0]
slope2 = 2 * hole["mass"][top] * hole["wall"][top] / HB
leak = (m_ox / hole["mass"][top])**2 * slope2 / (2 * kappa**3)
deep = hole["pot"][-1] + COUL * doping * (width - hole["z"][-1])**2 / 2
missing = GAP / 2 + phi_f - (deep - hole["fermi"])
dep_error = 100 * missing / (2 * 2 * phi_f)
to_uc = sc.e * 1e14 * 1e6                        # nm^-2 to uC/cm^2
e_half = 10 * COUL * (n_dep + n_inv / 2)
e_third = 10 * COUL * (n_dep + n_inv / 3)
assert abs(10 * hole["mean"] - e_half) < abs(10 * hole["mean"] - e_third)

print(f"temperature {T:.0f} K, doping {doping*1e21:.1e} cm^-3")
print(f"N_inv {n_inv*1e14:.2e} cm^-2, N_dep {n_dep*1e14:.3e} cm^-2")
print(f"Q_inv {n_inv*to_uc:.3f}, Q_dep {n_dep*to_uc:.3f} uC/cm^2")
print(f"depletion width {width:.2f} nm, phi_F {phi_f:.3f} eV")
print("hole ladders (m_z, m_dos, offset eV):", HOLES)
print("electron ladders (m_z, m_dos, offset eV):", ELECTRONS)
for name, (s, a, b) in half.items():
    print(f"{name}: centroid {s['centroid']:.3f} nm, "
          f"mean field {10*s['mean']:.4f} MV/cm")
    print(f"{name}: coefficient from potential {a:.4f}, from wall {b:.4f}")
print(f"centroid term, holes {10*COUL*doping*hole['centroid']:.4f} MV/cm")
print(f"surface field {10*COUL*(n_dep+n_inv):.3f} MV/cm")
print(f"effective field with 1/2: {e_half:.4f} MV/cm")
print(f"effective field with 1/3: {e_third:.4f} MV/cm")
print(f"difference of the two scales {e_half-e_third:.4f} MV/cm")
for rank in (0, 1):
    i = order[rank]
    print(f"hole subband {rank+1}: m_z {hole['mass'][i]:.2f}, "
          f"share {100*share[i]:.1f} %, field {10*hole['state_field'][i]:.3f}"
          f" MV/cm, wall {10*hole['wall'][i]:.3f} MV/cm")
print(f"trial-function energy coefficient {eta_trial} = {float(eta_trial):.4f}")
print(f"energy coefficient: differences {eta_energy:.4f}, "
      f"<G>/(2<z>) {energy_ratio:.4f}")
print(f"local eta: mean field {eta_field:.3f}, phonon form {eta_form:.3f}")
print(f"local eta: phonon form with m_z 0.916 {eta_form_heavy:.3f}")
print(f"phonon form at N_inv {n_low*1e14:.2e} cm^-2: differences "
      f"{eta_low:.4f}, perturbation theory {eta_low_theory:.4f}")
for scr, label in ((False, "unscreened"), (True, "screened")):
    print(f"local eta, {label} roughness: direct {eta_rough[scr][0]:.3f}, "
          f"formula {eta_rough[scr][1]:.3f}")
print(f"model: m_z {M_Z}, m_d {M_D}, deformation potential {DEF_POT} eV")
print(f"model: density {RHO:.0f} kg/m^3, sound speed {SOUND:.0f} m/s")
print(f"model: roughness rms {STEP_RMS} nm, correlation length {CORR} nm")
print(f"mobility, phonons only {mobility(n_inv,f0,i0,rough=False):.1f} cm2/Vs")
for scr, label in ((False, "unscreened"), (True, "screened")):
    r = mobility(n_inv, f0, i0, phonon=False, screened=scr)
    t = mobility(n_inv, f0, i0, screened=scr)
    print(f"mobility, {label}: roughness {r:.1f}, total {t:.1f} cm2/Vs")
print("fit set: doping 1e17, 3e17, 1e18 cm^-3; "
      f"N_inv {table[:,0].min()*1e14:.1e} to {table[:,0].max()*1e14:.1e} cm^-2")
print(f"best eta, mean field: centroid term kept {fit_field_full:.3f}, "
      f"dropped {fit_field:.3f}")
print(f"best eta: phonons {fit_ph:.3f}, total unscreened {fit_bare:.3f}, "
      f"total screened {fit_scr:.3f}")
for label, mu, best in (("phonons", mu_ph, fit_ph),
                        ("total unscreened", mu_bare, fit_bare),
                        ("total screened", mu_scr, fit_scr)):
    print(f"rms spread, {label}: best {spread(mu,best):.2f} %, "
          f"1/3 {spread(mu,1/3):.2f} %, 1/2 {spread(mu,0.5):.2f} %")
print(f"holes outside the most populated subband {100*(1-share[top]):.1f} %")
print(f"Fermi level above lowest hole level "
      f"{(hole['fermi']-hole['en'].min())/KT:.2f} kT")
print(f"oxide: mass {m_ox}, barrier {barrier} eV, "
      f"hole probability inside {100*leak:.2f} %")
print(f"oxide field {10*COUL0/EPS_OX*(n_dep+n_inv):.2f} MV/cm")
print(f"N_dep shift beyond the 2 phi_F estimate {dep_error:.1f} %")
print("all good")
```

Output:

```
temperature 300 K, doping 1.0e+18 cm^-3
N_inv 1.00e+13 cm^-2, N_dep 3.509e+12 cm^-2
Q_inv 1.602, Q_dep 0.562 uC/cm^2
depletion width 35.09 nm, phi_F 0.476 eV
hole ladders (m_z, m_dos, offset eV): [(0.29, 0.43, 0.0), (0.2, 0.17, 0.0), (0.29, 0.29, 0.044)]
electron ladders (m_z, m_dos, offset eV): [(0.916, 0.38, 0.0), (0.19, 1.668, 0.0)]
holes: centroid 1.709 nm, mean field 1.2896 MV/cm
holes: coefficient from potential 0.5000, from wall 0.5009
electrons: centroid 1.298 nm, mean field 1.2960 MV/cm
electrons: coefficient from potential 0.5000, from wall 0.5018
centroid term, holes 0.0264 MV/cm
surface field 2.089 MV/cm
effective field with 1/2: 1.3161 MV/cm
effective field with 1/3: 1.0583 MV/cm
difference of the two scales 0.2578 MV/cm
hole subband 1: m_z 0.29, share 71.2 %, field 1.312 MV/cm, wall 1.313 MV/cm
hole subband 2: m_z 0.29, share 15.9 %, field 1.312 MV/cm, wall 1.313 MV/cm
trial-function energy coefficient 11/32 = 0.3438
energy coefficient: differences 0.3663, <G>/(2<z>) 0.3664
local eta: mean field 0.499, phonon form 0.268
local eta: phonon form with m_z 0.916 0.268
phonon form at N_inv 3.51e+10 cm^-2: differences 0.2876, perturbation theory 0.2878
local eta, unscreened roughness: direct 0.270, formula 0.265
local eta, screened roughness: direct 0.210, formula 0.203
model: m_z 0.29, m_d 0.43, deformation potential 18.0 eV
model: density 2329 kg/m^3, sound speed 9000 m/s
model: roughness rms 0.4 nm, correlation length 1.5 nm
mobility, phonons only 179.8 cm2/Vs
mobility, unscreened: roughness 123.8, total 67.5 cm2/Vs
mobility, screened: roughness 660.0, total 137.1 cm2/Vs
fit set: doping 1e17, 3e17, 1e18 cm^-3; N_inv 4.0e+12 to 1.6e+13 cm^-2
best eta, mean field: centroid term kept 0.500, dropped 0.535
best eta: phonons 0.290, total unscreened 0.320, total screened 0.270
rms spread, phonons: best 0.14 %, 1/3 0.71 %, 1/2 2.58 %
rms spread, total unscreened: best 1.73 %, 1/3 1.82 %, 1/2 5.84 %
rms spread, total screened: best 0.34 %, 1/3 1.76 %, 1/2 4.61 %
holes outside the most populated subband 28.8 %
Fermi level above lowest hole level 1.29 kT
oxide: mass 0.4, barrier 4.5 eV, hole probability inside 0.29 %
oxide field 6.27 MV/cm
N_dep shift beyond the 2 phi_F estimate 11.7 %
all good
```
